\section*{Weibull Lifetime Needed for 100 ppm Dielectric Failures in Ten Years}

\section*{Problem}

A logic chip has a total gate area of $0.1\ \mathrm{cm^2}$, covered by a dielectric about $2\ \mathrm{nm}$ thick. It works at $1\ \mathrm{V}$ and $398\ \mathrm{K}$. The dielectric wears out, and the chip counts as failed at its first breakdown. The fraction of chips that have failed by time $t$ follows the Weibull law
\begin{equation}
F(t)=1-\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],
\label{eq:weibull}
\end{equation}
with slope $\beta=1.5$. The characteristic lifetime $\eta$ refers to the whole chip at use conditions. At $t=\eta$ the failed fraction is $1-e^{-1}$, or $63.2\,\%$, whatever the slope. At most 100 parts per million (ppm) of the chips may fail within ten years. This is a cumulative fraction, not a yearly rate.

\begin{enumerate}
\item[(a)] Show how a law of the form (\ref{eq:weibull}) arises when the dielectric consists of many independent columns, and the weakest one decides.
\item[(b)] Find the smallest $\eta$ that meets the requirement.
\item[(c)] Find the median and mean lifetimes, and say what such long times mean.
\item[(d)] Lifetimes are measured on test capacitors of area $10^{-4}\ \mathrm{cm^2}$. What characteristic lifetime must these have at use conditions?
\item[(e)] How strongly does the result depend on the slope, on temperature and voltage, and on differences between chips?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] A chip survives if every column survives. Multiply the survival probabilities, then take the logarithm.
\item[(b)] Isolate the exponential before taking the logarithm. For small $F$, $-\ln(1-F)\approx F$.
\item[(c)] The mean of a positive random time is the integral of its survival probability.
\item[(d)] The number of columns is proportional to the area.
\item[(e)] For small $F$, equation (\ref{eq:weibull}) reduces to a power law in $t/\eta$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From columns to the Weibull law}

Divide the dielectric into $N$ columns, each a stack of $n$ sites reaching from one electrode to the other. Suppose that a site has become defective by time $t$ with probability $(t/\tau)^{\alpha}$, where $t\le\tau$, and that sites are independent. A column conducts when all its sites are defective, which has probability
\begin{equation}
p(t)=\left[\left(\frac{t}{\tau}\right)^{\alpha}\right]^{n}
=\left(\frac{t}{\tau}\right)^{n\alpha}.
\end{equation}
The chip survives with probability $S=(1-p)^N$, so
\begin{equation}
\ln S=N\ln(1-p)=-Np-\tfrac12Np^2-\dots
\end{equation}
The second term is smaller than the first by the factor $p/2$. With many columns, $p$ is small even when $Np$ is of order one, and therefore
\begin{equation}
S\approx e^{-Np}=\exp\!\left[-N\left(\frac{t}{\tau}\right)^{n\alpha}\right].
\end{equation}
Comparison with $S=1-F=\exp[-(t/\eta)^\beta]$ gives
\begin{equation}
\beta=n\alpha,\qquad
\frac{N}{\tau^{\beta}}=\frac{1}{\eta^{\beta}}
\quad\Longrightarrow\quad
\eta=\tau N^{-1/\beta}.
\end{equation}
In this model a thinner dielectric has fewer sites per column, and hence a smaller slope. The values $n=3$ and $\alpha=0.5$ give $\beta=1.5$.

A random simulation of 20\,000 chips, each with 1000 columns of three sites and $\alpha=0.5$, gave a fitted slope of 1.503 and $\eta/\tau=0.00999$. The formulas give 1.500 and $1000^{-2/3}=0.01000$. The simulation tests the bulk of the distribution. Only about two chips in 20\,000 would lie in the 100 ppm tail, so there the law rests on the derivation and its assumptions.

\subsection*{(b) The required lifetime}

Rearrange equation (\ref{eq:weibull}) and take the logarithm:
\begin{align}
1-F&=\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],\\
H\equiv-\ln(1-F)&=\left(\frac{t}{\eta}\right)^{\beta}.
\end{align}
Raise both sides to the power $1/\beta$ and solve for $\eta$:
\begin{equation}
H^{1/\beta}=\frac{t}{\eta}
\quad\Longrightarrow\quad
\eta=t\,H^{-1/\beta}.
\label{eq:eta}
\end{equation}
At fixed $t$ and $\beta$, a larger $\eta$ gives a smaller $F$. The value at which $F$ equals the allowed fraction is therefore the smallest permitted one.

For $F=10^{-4}$, $H=F+F^2/2+\dots=1.00005\times10^{-4}$. Since $1/\beta=2/3$,
\begin{equation}
\frac{\eta}{t}\approx\left(10^{4}\right)^{2/3}=10^{8/3}\approx464,
\qquad
\eta\approx464\times10\ \text{years}\approx4640\ \text{years}.
\end{equation}
To two figures, the required characteristic lifetime is 4600 years.

Replacing $H$ by $F$ hardly matters. It multiplies $\eta$ by $(H/F)^{1/\beta}\approx(1+F/2)^{1/\beta}\approx1+F/(2\beta)$, a relative change of $3.3\times10^{-5}$.

\subsection*{(c) What thousands of years mean}

At the median $t_{1/2}$ half the chips survive, so $(t_{1/2}/\eta)^\beta=\ln2$ and
\begin{equation}
t_{1/2}=\eta(\ln2)^{1/\beta}\approx3600\ \text{years}.
\end{equation}
For the mean, the density of failure times is $-dS/dt$. Integration by parts gives
\begin{equation}
\langle t\rangle=-\int_0^\infty t\,\frac{dS}{dt}\,dt
=-\bigl[tS\bigr]_0^\infty+\int_0^\infty S\,dt
=\int_0^\infty S\,dt,
\end{equation}
because $tS$ vanishes at both ends. Put $u=(t/\eta)^\beta$, so that $t=\eta u^{1/\beta}$ and $dt=(\eta/\beta)u^{1/\beta-1}du$. Then
\begin{equation}
\langle t\rangle=\frac{\eta}{\beta}\int_0^\infty u^{1/\beta-1}e^{-u}\,du
=\frac{\eta}{\beta}\,\Gamma\!\left(\frac1\beta\right)
=\eta\,\Gamma\!\left(1+\frac1\beta\right)
\approx4200\ \text{years}.
\end{equation}

These times do not predict that a chip will work for millennia. The requirement concerns the first ten years, when one chip in ten thousand may fail. The parameter $\eta$ describes that early tail by means of a point far outside the service time, and other failure mechanisms may act long before then.

The slope sets how far away this point lies. From equation (\ref{eq:eta}),
\begin{equation}
\ln\frac{\eta}{t}=\frac{1}{\beta}\ln\frac1H .
\label{eq:log}
\end{equation}
Two limits show its role. For $\beta=1$ the failure rate of the surviving chips is constant, and $\eta\approx t/F$, or about $10^5$ years. For $\beta\to\infty$ the right side of (\ref{eq:log}) tends to zero and $\eta\to t$: all chips fail at nearly the same time, which need only lie just beyond the service life. A slope of 1.5 describes wear-out, since the failure rate of survivors,
\begin{equation}
-\frac{1}{S}\frac{dS}{dt}=\frac{\beta}{\eta}\left(\frac{t}{\eta}\right)^{\beta-1},
\end{equation}
grows as $t^{1/2}$, but the failure times are still widely spread.

\subsection*{(d) The test capacitor}

Let the chip have $K$ times the area of the capacitor. It then has $K$ times as many columns, and it survives if $K$ independent capacitors would all survive:
\begin{equation}
\exp\!\left[-\left(\frac{t}{\eta_{\rm chip}}\right)^\beta\right]
=\exp\!\left[-K\left(\frac{t}{\eta_{\rm test}}\right)^\beta\right]
\quad\Longrightarrow\quad
\eta_{\rm test}=K^{1/\beta}\eta_{\rm chip}.
\end{equation}
Here $K=0.1/10^{-4}=1000$ and $K^{2/3}=100$, so
\begin{equation}
\eta_{\rm test}\approx100\times4640\ \text{years}\approx4.6\times10^{5}\ \text{years}.
\end{equation}
A capacitor with a characteristic lifetime of 4600 years would therefore not qualify the chip. When the simulated chips were joined in groups of ten, $\eta$ fell by a factor of 4.62, against $10^{2/3}=4.64$ from the formula.

\subsection*{(e) How firm is the number?}

\paragraph{Slope.} Keep the ten years and the 100 ppm fixed. A slope of 1.4 then requires about 7200 years, and a slope of 1.6 about 3200 years. If instead $\eta$ stays at 4640 years, the failed fraction becomes 185 ppm or 54 ppm. The reason is that $H=(\eta/t)^{-\beta}$, so a change of 0.1 in $\beta$ changes $H$ by a factor of $464^{0.1}\approx1.85$. When lifetimes come from test capacitors, the quantity that stays fixed is $\eta_{\rm test}$, and the slope also enters through the area scaling: $H=K(\eta_{\rm test}/t)^{-\beta}$. With $\eta_{\rm test}/t\approx46\,400$ the factor is $46\,400^{0.1}\approx2.93$, and the failed fraction becomes 293 ppm or 34 ppm.

\paragraph{Temperature and voltage.} Suppose that harsher use divides $\eta$ by $a$ and leaves the slope unchanged. For small $F$,
\begin{equation}
F\approx\left(\frac{t}{\eta/a}\right)^\beta=a^\beta\left(\frac{t}{\eta}\right)^\beta .
\end{equation}
Take a lifetime proportional to $\exp(E_a/k_BT)$ with $E_a=0.6\ \mathrm{eV}$. Heating from $398\ \mathrm{K}$ to $408\ \mathrm{K}$ gives
\begin{equation}
a=\exp\!\left[\frac{E_a}{k_B}\left(\frac{1}{398\ \mathrm{K}}-\frac{1}{408\ \mathrm{K}}\right)\right]\approx1.54,
\end{equation}
and the failures rise from 100 to 190 ppm. Take next a lifetime proportional to $V^{-40}$, at the original temperature. An overvoltage of $2\,\%$ gives $a=1.02^{40}\approx2.21$ and 328 ppm.

\paragraph{Differences between chips.} Let $\ln\eta$ vary from chip to chip as $\ln\eta_0+\sigma z$, where $z$ is a standard normal variable and $\eta_0=4640$ years is the median of $\eta$. For small $F$ the average failed fraction is
\begin{equation}
\overline F\approx\left(\frac{t}{\eta_0}\right)^\beta
\int_{-\infty}^{\infty}\frac{e^{-z^2/2}}{\sqrt{2\pi}}\,e^{-\beta\sigma z}\,dz
=\left(\frac{t}{\eta_0}\right)^\beta e^{\beta^2\sigma^2/2}.
\end{equation}
The last step completes the square, $-z^2/2-\beta\sigma z=-(z+\beta\sigma)^2/2+\beta^2\sigma^2/2$. For $\sigma=0.5$ the failures rise to 132 ppm: the weak chips add more failures than the strong ones remove. Here $\beta=1.5$ is the slope at fixed $\eta$, before the spread is added. A Weibull fit to the whole population gives a lower slope, about 1.2 for $\sigma=0.5$. If instead the slope 1.5 and $\eta=4640$ years are themselves fits to a population that already contains the spread, the underlying slope is steeper and the ten-year fraction lies below 100 ppm, at about 63 ppm for $\sigma=0.2$.

\paragraph{Comparison with real devices.} A thickness of $2\ \mathrm{nm}$ at $1\ \mathrm{V}$ corresponds to about $5\ \mathrm{MV/cm}$, if voltage drops in the electrodes are ignored. The slope, the activation energy and the voltage exponent used here are example inputs. They depend on the material, the thickness and the process, and for a real device they have to be measured. The spread $\sigma=0.5$ is an illustrative choice. Another important assumption is that the first breakdown is fatal. In such thin films it can be a weak leakage path that the circuit tolerates. If every chip tolerated one such path, the required $\eta$ would fall to about 170 years for identical chips, as the second variation shows. That case is more sensitive to spread, because its failed fraction goes as $H^2$: with $\sigma=0.5$ the required median $\eta_0$ is about 250 years. Such tolerance relaxes the requirement, whereas the harsher conditions considered above tighten it, and so does a chip-to-chip spread that is not already contained in the measured slope.

\section*{Variation 1: some chips are defective from the start}

\textbf{Question.} A fraction $d=50$ ppm of the chips have manufacturing defects and all fail within ten years. The rest follow the Weibull law with $\beta=1.5$. What $\eta$ must the rest have if the total is still limited to 100 ppm?

\textbf{Solution.} Let $F_{\rm s}$ be the failed fraction among the sound chips. The total is
\begin{equation}
F=d+(1-d)F_{\rm s}
\quad\Longrightarrow\quad
F_{\rm s}=\frac{F-d}{1-d}\approx5.0\times10^{-5}.
\end{equation}
Equation (\ref{eq:eta}) with $H\approx F_{\rm s}$ gives
\begin{equation}
\eta\approx10\ \text{years}\times(5.0\times10^{-5})^{-2/3}\approx7400\ \text{years}.
\end{equation}
Halving the budget for wear-out raises the required lifetime by $2^{2/3}\approx1.59$. As $d$ approaches 100 ppm, $F_{\rm s}$ tends to zero and $\eta$ grows without limit. A better dielectric then no longer helps, and the defective chips have to be removed before delivery.

\section*{Variation 2: only the second breakdown is fatal}

\textbf{Question.} The chip tolerates one broken column and fails at the second. The first breakdown does not change the stress on the other columns. What $\eta$ is now required, if $\eta$ still describes the first breakdown?

\textbf{Solution.} Write $H=Np=(t/\eta)^\beta$ for the mean number of broken columns. For many columns, the probabilities of none and of one broken column are
\begin{equation}
P_0=(1-p)^N\approx e^{-H},\qquad
P_1=Np(1-p)^{N-1}\approx He^{-H}.
\end{equation}
The chip has failed in all other cases:
\begin{equation}
F_2=1-P_0-P_1=1-e^{-H}(1+H).
\end{equation}
Expand for small $H$:
\begin{equation}
e^{-H}(1+H)=\left(1-H+\frac{H^2}{2}-\dots\right)(1+H)
=1-\frac{H^2}{2}+\dots,
\end{equation}
so $F_2\approx H^2/2$. Setting $F_2=10^{-4}$ gives $H\approx\sqrt{2\times10^{-4}}\approx0.0141$. Numerical solution of the full equation gives $H=0.01421$, and
\begin{equation}
\eta=10\ \text{years}\times(0.01421)^{-2/3}\approx170\ \text{years}.
\end{equation}
This is about 27 times less than for a fatal first breakdown. Early failures now need two rare events, and $F_2\propto t^{2\beta}$, so the tail behaves as if its slope were 3.

In the simulation of part (a), a fraction 0.260 of the chips had a second breakdown by $t=\eta$, where $H=1$. The formula gives $1-2/e=0.264$, and the difference is of the order of the sampling error, about 0.003. The result fails if the first leakage path already disturbs the circuit, or if it heats or loads its surroundings so that breakdowns are no longer independent. The values used on this sheet are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Weibull slope: 1.5
Service time: 10 years
Allowed failed fraction: 100 ppm
H = -ln(1-F): 1.000050e-04
Factor eta/t: 464.14
Required eta: 4641.4 years
Required eta by root search: 4641.4 years
Relative shift from H = F: 3.33e-05
Median lifetime: 3635 years
Mean lifetime: 4190 years
Required eta at slope 1.0: 99995 years
Required eta at slope 1.4: 7197 years
Required eta at slope 1.6: 3162 years
Failures at unchanged eta, slope 1.4: 185 ppm
Failures at unchanged eta, slope 1.6: 54 ppm
Simulated chips: 20000; columns per chip: 1000
Sites per column: 3; growth exponent: 0.5
Simulated slope: 1.503; theory: 1.500
Simulated eta/tau: 0.00999; theory: 0.01000
Largest gap of simulated F from Weibull: 0.0049
Eta ratio for 10x area, simulated: 4.62; theory: 4.64
Second breakdown by t = eta, simulated: 0.260; theory: 0.264
Dielectric thickness: 2.0 nm
Use voltage: 1.0 V; field: 5.0 MV/cm
Chip gate area: 0.1 cm2
Test capacitor area: 1e-04 cm2
Area factor for eta: 100.0
Required eta of test capacitor: 4.641e+05 years
Spread of ln(eta): 0.5; failures: 132 ppm
Activation energy: 0.6 eV
Use temperature: 398 K; hotter case: 408 K
Lifetime reduction by heat: 1.54; failures: 190 ppm
Voltage exponent: 40; overvoltage: 2 %
Lifetime reduction by voltage: 2.21; failures: 328 ppm
Defective chips: 50 ppm; required eta of the rest: 7368 years
H allowed if second breakdown is fatal: 0.01421
Required eta if second breakdown is fatal: 170 years
\end{verbatim}
